\section*{Minimum Dopant Diffusivity in Silicon under Oxidation-Driven Interstitial Supersaturation}

\section{Two routes for one dopant}

\textbf{Q.} Oxidation of silicon injects self-interstitials into the crystal. If dopants move with the help of point defects, more defects should mean faster diffusion. How can oxidation slow a dopant down?

\textbf{A.} A substitutional dopant atom $A$ can move while paired with an interstitial $I$ or with a vacancy $V$. Oxidation raises the interstitial concentration, but the added interstitials also remove vacancies by recombination. The outcome depends on which kind of pair carries the dopant.

To count the two routes, let $C_A$, $C_I$ and $C_V$ be the concentrations of substitutional dopant, free interstitials and free vacancies. Suppose that pairs form and dissociate quickly enough to stay in local equilibrium:
\begin{equation}
C_{AI}=K_I C_A C_I,\qquad C_{AV}=K_V C_A C_V .
\end{equation}
At fixed temperature and with doping well below the intrinsic carrier density $n_i$, the Fermi level is nearly fixed. The constants $K_I$ and $K_V$ can then include the sum over charge states. If the pairs have diffusivities $d_I$ and $d_V$, the dopant flux in one dimension is
\begin{equation}
J=-d_I\frac{\partial C_{AI}}{\partial x}-d_V\frac{\partial C_{AV}}{\partial x}.
\end{equation}
Let $C_I$ and $C_V$ be uniform across the dopant profile. They then come out of the derivatives:
\begin{equation}
J=-\left(d_IK_IC_I+d_VK_VC_V\right)\frac{\partial C_A}{\partial x}.
\end{equation}
When few dopant atoms are paired, $C_A$ is nearly the total dopant concentration, so the bracket is the dopant diffusivity $D$.

\textbf{Q.} That contains four pair constants. Must I know them all?

\textbf{A.} Not for a ratio to inert annealing at the same temperature. Let a star denote inert equilibrium, and define
\begin{equation}
s=\frac{C_I}{C_I^*},\quad v=\frac{C_V}{C_V^*},\quad
f=\frac{d_IK_IC_I^*}{D^*},\quad R=\frac{D}{D^*},
\end{equation}
where $D^*=d_IK_IC_I^*+d_VK_VC_V^*$. Thus $f$ is the interstitial share of the inert diffusivity, and the vacancy share is $1-f$. Dividing $D$ by $D^*$ gives
\begin{equation}
R=\frac{d_IK_IC_I^*}{D^*}\,s+\frac{d_VK_VC_V^*}{D^*}\,v
=fs+(1-f)v .
\label{eq:two}
\end{equation}

\section{Why vacancies must be depleted}

\textbf{Q.} The first term grows under oxidation. Where is the retardation?

\textbf{A.} It has to come from $v<1$. If vacancies stayed at their inert value, $v=1$, then
\begin{equation}
R-1=fs+(1-f)-1=f(s-1)>0
\end{equation}
for $s>1$ and $f>0$. Recombination changes this. The reaction $I+V\leftrightarrow 0$ removes vacancies at the net rate $k(C_IC_V-C_I^*C_V^*)$. In mutual equilibrium this rate vanishes, so
\begin{equation}
C_IC_V=C_I^*C_V^*,\qquad sv=1,\qquad v=\frac1s .
\end{equation}
Equation~(\ref{eq:two}) becomes
\begin{equation}
R(s)=fs+\frac{1-f}{s}.
\label{eq:R}
\end{equation}
Mutual equilibrium fixes the product of the concentrations. It does not require either concentration to have its inert value.

\section{The minimum and its range}

\textbf{Q.} One term rises with $s$ and the other falls. How low can the sum go?

\textbf{A.} For $0<f<1$ and $s>0$ both terms are positive, so their square roots are real. Expand the square of the difference:
\begin{align}
\left(\sqrt{fs}-\sqrt{\frac{1-f}{s}}\right)^2
&=fs+\frac{1-f}{s}-2\sqrt{fs\,\frac{1-f}{s}}\nonumber\\
&=R(s)-2\sqrt{f(1-f)} .
\label{eq:square}
\end{align}
The factors of $s$ cancel in the cross term. Since the square cannot be negative,
\begin{equation}
R(s)\ge R_m,\qquad R_m=2\sqrt{f(1-f)} .
\label{eq:min}
\end{equation}
Equality requires $fs=(1-f)/s$, hence
\begin{equation}
s_m=\sqrt{\frac{1-f}{f}} .
\end{equation}
At this point the two routes carry equal shares of the flux. The minimization varies $s$ at fixed $f$, and therefore at fixed temperature.

\textbf{Q.} So oxidation can bring any dopant down to $R_m$?

\textbf{A.} No. Oxidation as considered here gives $s\ge1$, and $s_m\ge1$ requires $1-f\ge f$, or $f\le1/2$. For $f>1/2$ the point $s_m$ lies below one, where interstitials are undersaturated. On the accessible side,
\begin{equation}
\frac{dR}{ds}=f-\frac{1-f}{s^2}\ge f-(1-f)=2f-1>0 ,
\end{equation}
so the least value is $R(1)=1$. The statement that oxidation-driven supersaturation has the minimum $2\sqrt{f(1-f)}$ therefore needs the condition $f\le1/2$.

\textbf{Q.} And if $f<1/2$, does every supersaturation retard diffusion?

\textbf{A.} There is an upper end to the range. Subtract one and factor:
\begin{align}
R-1&=\frac{fs^2-s+(1-f)}{s}\nonumber\\
&=\frac{(s-1)\,[fs-(1-f)]}{s}.
\label{eq:factor}
\end{align}
For $s>1$ this is negative when $s<(1-f)/f$. Retardation thus occupies
\begin{equation}
1<s<\frac{1-f}{f}=s_m^2 .
\end{equation}
At the upper end $R$ is again one, and beyond it the interstitial route produces enhancement.

\textbf{Q.} How sharply must $s$ be tuned to reach the minimum?

\textbf{A.} Write $s=s_mx$. Then $fs=\sqrt{f(1-f)}\,x$ and $(1-f)/s=\sqrt{f(1-f)}/x$, so
\begin{equation}
\frac{R}{R_m}=\frac12\left(x+\frac1x\right).
\label{eq:shape}
\end{equation}
For $x=1+\delta$ with small $\delta$, $1/x=1-\delta+\delta^2+\dots$, and the ratio is $1+\delta^2/2$ to second order. A 10\% error in $s$ near the minimum raises $R$ by about 0.5\%.

The same form is unchanged by $x\to1/x$. One measured $R$ above the minimum therefore corresponds to two values of $s$, with product $s_m^2$. If both exceed one, the ratio alone cannot select between them.

Two limits show the role of $f$. For $f\ll1$, $R_m\simeq2\sqrt f$: even a small interstitial share prevents unlimited retardation. At $f=0$, $R=1/s$ tends to zero as $s$ grows and has no minimum at finite $s$. For $f=1/2-\epsilon$, $R_m=\sqrt{1-4\epsilon^2}\simeq1-2\epsilon^2$, so the minimum is shallow when the routes are nearly balanced.

\textbf{Q.} The algebra assumes that pair transport gives (\ref{eq:two}). Has that been tested without assuming the formula?

\textbf{A.} Yes, with a master equation on a line of 61 sites. In arbitrary inverse time units, a dopant captures interstitials at rate $6\times10^{-6}s$ and vacancies at $5\times10^{-5}v$. The respective pairs hop to each neighbour at rates 1.5 and 0.8 and dissociate at rates 1.0 and 0.5. The diffusivity is half the late growth rate of the position variance.

Turning off vacancy capture at $s=1$ gives $f=0.1011$. Varying $s$ with $v=1/s$ gives a minimum of 0.6030 at $s=2.981$, and the formulas give the same printed values. With $s=3$ but $v=1$, the lattice gives $R=1.2022$: without vacancy depletion the retardation is gone.

\section{Imperfect mutual equilibrium}

\textbf{Q.} Recombination takes time. Could a transient push $R$ below your minimum?

\textbf{A.} Let $p=sv$. Replacing $v$ by $p/s$ and repeating the square in (\ref{eq:square}) gives
\begin{equation}
R=fs+\frac{(1-f)p}{s}\ge2\sqrt{p\,f(1-f)} .
\end{equation}
A value $p<1$ could indeed lower the bound. The question is whether oxidation creates one. Consider constant injection $g>0$, linear sinks with rates $a$ and $b$, and a start at $s=v=1$:
\begin{align}
\dot s&=g-a(s-1)-kC_V^*(sv-1),\\
\dot v&=-b(v-1)-kC_I^*(sv-1).
\label{eq:vrate}
\end{align}
Initially $\dot p=g>0$, so $p$ rises above one. While $p\ge1$, recombination can only lower $s$ and $v$ relative to the solutions without it. Hence $v\le1$ and $s\le1+(g/a)(1-e^{-at})<1+g/a$. If $p$ later returned to one, the recombination terms would vanish there and
\begin{equation}
\dot p=v\dot s+s\dot v=v[g-a(s-1)]+bs(1-v)>0 .
\end{equation}
It could not cross below one. In this injection model $R_m$ remains a lower bound during the transient.

\textbf{Q.} What if vacancies are continually supplied by sinks that also act as sources?

\textbf{A.} At steady state, setting (\ref{eq:vrate}) to zero gives
\begin{equation}
p-1=\frac{b(1-v)}{kC_I^*}.
\end{equation}
Mutual equilibrium is a good approximation when recombination is fast compared with vacancy supply. Take $g=2a$, $b=0.3a$ and $C_V^*=2C_I^*$. Numerical integration gives $p=1.0009$ for $kC_I^*=200a$, but $p=1.618$ for $kC_I^*=0.2a$.

The proof does not cover injection that is switched off or falls with time. Interstitials can then escape before the vacancy population recovers, giving $p<1$. Without vacancy supply ($b=0$) even a slow fall does this: in the closed region of the last section, with $s-1\propto t^{-1/4}$, $p$ drops to about 0.96. The bound must then carry the factor $\sqrt p$, about 2\% lower in that case.

\textbf{Q.} Experiments give an average over the anneal. Can I still infer $f$ from it?

\textbf{A.} You can obtain an upper bound. If $s\ge1$ and $p\ge1$ throughout, $R\ge R_m$ at each instant, so its time average also satisfies this inequality. For an observed $R<1$, squaring gives $4f(1-f)\le R^2$, or
\begin{equation}
f^2-f+\frac{R^2}{4}\ge0 .
\end{equation}
The roots are $(1\pm\sqrt{1-R^2})/2$, and $f$ must lie outside the interval between them. The upper region has $f>1/2$. There (\ref{eq:factor}) gives $R\ge1$ for $p=1$, and $p>1$ only increases $R$. Retardation excludes that region, leaving
\begin{equation}
f\le\frac{1-\sqrt{1-R^2}}2 .
\end{equation}
For $R=0.40$ this gives $f\le0.042$. It is a bound, not a measured value of $f$. Finding $f$ itself also requires the time averages of $s$ and $v$.

\section{A buried antimony marker}

\textbf{Q.} What does this mean for an actual furnace step?

\textbf{A.} Take antimony in silicon during 4 h of dry oxidation at $1100\,^\circ$C. Rough typical parameters are $f=0.02$ and $s=3$. The two terms are
\begin{equation}
R=0.02\times3+\frac{0.98}{3}=0.060+0.327=0.387 .
\end{equation}
The minimum is $2\sqrt{0.02\times0.98}=0.28$, but it needs $s_m=\sqrt{0.98/0.02}=7$. This example does not reach it. Enhancement would begin at $s=49$. By the symmetry of (\ref{eq:shape}), $s=49/3\simeq16$ would give the same $R$ as $s=3$.

For the absolute diffusivity, use the rough Arrhenius form $D^*=0.214\exp(-3.65\,\mathrm{eV}/k_BT)$ cm$^2$/s. With $k_BT=0.1183$ eV, $D^*=8.6\times10^{-15}$ cm$^2$/s. Oxidation lowers it to $3.3\times10^{-15}$ cm$^2$/s. This form is only the neutral-vacancy term of the usual two-term fit for antimony. The second term, $15\exp(-4.08\,\mathrm{eV}/k_BT)\,(n/n_i)$ cm$^2$/s, also acts at $n\simeq n_i$ and raises $D^*$ to about $2.4\times10^{-14}$ cm$^2$/s. The ratio $R$ does not depend on this choice, but the widths below, which use the smaller value, do.

Let the marker be Gaussian with initial standard deviation $\sigma_0=30$ nm. Diffusion adds $2Dt$ to its variance:
\begin{equation}
\sigma^2=\sigma_0^2+2RD^*t .
\end{equation}
Here $2D^*t\simeq2.47\times10^4$ nm$^2$. At fixed time and temperature,
\begin{align}
\sigma_{\rm inert}&=\sqrt{900+24700}\ \mathrm{nm}\simeq160\ \mathrm{nm},\\
\sigma_{\rm ox}&=\sqrt{900+0.387\times24700}\ \mathrm{nm}\simeq102\ \mathrm{nm}.
\end{align}
At $s=7$ the width would be about 88 nm. With $D^*\simeq2.4\times10^{-14}$ cm$^2$/s the three widths become about 267, 168 and 144 nm. Widths respond less strongly than diffusivities because of the square root and the initial variance.

\textbf{Q.} Would arsenic and boron behave similarly?

\textbf{A.} With the same $s=3$, rough shares give different regimes. For arsenic, $f=0.40$ gives $R=1.40$. Its minimum, 0.98 at $s=1.22$, is shallow and has already been passed. For boron, $f=0.98$ gives $R=2.95$. Its formal minimum is again 0.28, because $f(1-f)$ is unchanged by $f\to1-f$, but it lies at $s=0.14$. Interstitial injection moves boron away from it.

\section{What the example leaves out}

\textbf{Q.} You used instantaneous vacancy depletion. How large is that error?

\textbf{A.} Consider a closed region with uniform, constant $s$, where vacancies are exchanged with neither the surface nor the bulk. Then (\ref{eq:vrate}) becomes
\begin{equation}
\dot v=-\frac{v-1/s}{\tau},\qquad \tau=\frac1{kC_I^*s}.
\end{equation}
With $v(0)=1$, its solution is $v=1/s+(1-1/s)e^{-t/\tau}$. Averaging over an anneal of length $T$ gives
\begin{equation}
\bar v=\frac1s+\left(1-\frac1s\right)\frac{\tau}{T}
\left(1-e^{-T/\tau}\right).
\end{equation}
Estimate $k=4\pi r_c(D_I+D_V)e^{-E_b/k_BT}$, with capture radius $r_c=0.5$ nm and barrier $E_b=1.4$ eV. Rough inputs are $D_I=2\times10^{-5}$ and $D_V=3\times10^{-6}$ cm$^2$/s, with $C_I^*=5\times10^{12}$ cm$^{-3}$. They give $k\simeq1.05\times10^{-16}$ cm$^3$/s and $\tau\simeq630$ s. In this closed region the mean $R$ rises from 0.387 to 0.415, about 7\%. The time $\tau$ depends exponentially on the uncertain barrier.

This is not a bound on the error in a wafer. In one $\tau$ vacancies diffuse about $\sqrt{D_V\tau}\simeq0.4$ mm, while the marker is only 1 $\mu$m deep. A surface that kept $v$ near one would suppress the retardation; a surface that held $v=1/s$ would establish it much sooner than $\tau$.

In the closed region, an oxidation much shorter than $\tau$ leaves $v$ near one. If $s$ has already reached 3, $R\simeq0.06+0.98=1.04$, so retardation has not yet appeared.

\textbf{Q.} Oxide growth slows with time, so $s$ should not stay at 3 either.

\textbf{A.} Suppose $s-1$ falls as $t^{-1/4}$ while its time average stays at 2. Then the mean $R$ is 0.397, about 3\% above the constant-$s$ result. The interstitial term has the same mean because it is linear in $s$. The vacancy term rises because $1/s$ is convex: its average is no smaller than the inverse of the average $s$.

\textbf{Q.} You also assumed uniform defects. What changes if $s$ varies with depth?

\textbf{A.} Differentiating the pair concentrations then gives
\begin{equation}
J=-D\frac{\partial C_A}{\partial x}-C_A\frac{\partial D}{\partial x}.
\end{equation}
If $v=1/s$ holds at every depth, an assumed 30 $\mu$m decay length of $s-1$ changes $R$ by 0.9\% across $\pm3\sigma_{\rm ox}$. The extra flux is then small because the profile is much narrower than the decay length. So short a length would need interstitial traps or sinks not included here: with $v$ held at one, recombination alone would give $\sqrt{D_I/(kC_V^*)}\simeq1.4$ mm for the inputs above. Vacancies are in fact depleted at such depths, and after 4 h the length in a thick sample is several millimetres, more than the wafer thickness.

That local equilibrium is a separate condition. With the 1.4 eV barrier, recombination alone cannot maintain it: vacancies diffuse 30 $\mu$m in about $(30\,\mu\mathrm{m})^2/D_V=3$ s, against $\tau\simeq630$ s. Vacancies from deeper silicon would refill the layer and remove most of the retardation, unless the surface itself kept $v$ low.

\textbf{Q.} Do the dopant concentration, the moving surface or film stress spoil the estimate?

\textbf{A.} Not for these inputs. At a peak of $10^{17}$ cm$^{-3}$ and $n_i\simeq10^{19}$ cm$^{-3}$, the electron density exceeds $n_i$ by 0.5\%. A vacancy route proportional to electron density would change by that fraction. With a rough binding energy of 1.2 eV and $C_V^*=10^{13}$ cm$^{-3}$, the inert antimony--vacancy pair fraction is $2\times10^{-5}$. These pairs nevertheless hold 20\% as many vacancies as are free at the peak. This store does not set a separate depletion time at the marker: free vacancies cross 100 nm in about $(100\,\mathrm{nm})^2/D_V\simeq3\times10^{-5}$ s, far less than $\tau$, so it is shared with the surrounding silicon. In a closed region much wider than the marker, its effect on $\tau$ is small.

A rough oxide thickness of 290 nm consumes 128 nm of silicon. A marker initially 1000 nm deep is then 5.4 inert final standard deviations from the surface, so surface loss is negligible for the Gaussian estimate. With the larger $D^*$ of the two-term fit the distance is 3.3 standard deviations, and the tail beyond it is still below 0.1\%.

For film stress, a one-sided film of stress $\sigma_f$ and thickness $t_f$ exerts force $F=\sigma_ft_f$ per unit width. In a wafer of thickness $t_w$, the balancing mean stress has magnitude $F/t_w$. The moment $Ft_w/2$ adds surface bending stress $6(Ft_w/2)/t_w^2=3F/t_w$, for a total of $4F/t_w$. With 300 MPa and a 700 $\mu$m wafer, this is 0.5 MPa. An activation volume of 0.02 nm$^3$ changes the diffusivity by about 0.05\%. This estimate concerns a uniform film, not stress near a patterned edge.

\textbf{Q.} How far should I trust the comparison with real silicon?

\textbf{A.} The signs agree with known behaviour: oxidation retards antimony and enhances boron. The values of $f$, $s$ and the separate defect concentrations and diffusivities are rough, so $R\simeq0.4$ is an estimate for antimony, not a prediction to three figures. The marker is lightly doped compared with a transistor source or drain. Such regions can exceed $n_i$ at the anneal temperature; $f$ and $D^*$ then depend on doping, and the present number does not carry over. Even for the light marker, $R\simeq0.4$ requires vacancies to be depleted to about $1/s$ at its depth. The 7\% lag correction applies only to a closed region with uniform $s$. The program contains all the inputs, and its output lists the separate corrections.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Lattice test: f = 0.1011
Lattice minimum R = 0.6030 at s = 2.981
Formula minimum R = 0.6030 at s = 2.981
Lattice R at s = 3 with v = 1: 1.2022
Steady p, fast / slow recombination: 1.0009 / 1.618
Observed R = 0.40 implies f at most 0.0417
Antimony example, rough inputs:
Temperature = 1100 C, kT = 0.1183 eV
Time = 4 h; f = 0.02; s = 3.0
D prefactor = 0.214 cm2/s; activation energy = 3.65 eV
Inert diffusivity = 8.592e-15 cm2/s
Interstitial term f*s = 0.0600
Vacancy term (1-f)/s = 0.3267
Relative diffusivity R = 0.3867
Oxidizing diffusivity = 3.322e-15 cm2/s
Minimum R = 0.2800 at s = 7.000
R returns to 1 at s = 49.00
Initial marker sigma = 30 nm; depth = 1000 nm
Final sigma, inert = 160.1 nm
Final sigma, oxidizing = 102.3 nm
Final sigma at minimum R = 88.5 nm
Arsenic: f = 0.40, R at s = 3: 1.4000
  formal minimum 0.9798 at s = 1.2247
Boron: f = 0.98, R at s = 3: 2.9467
  formal minimum 0.2800 at s = 0.1429
Neglected effects, rough inputs:
C_I*, C_V* = 5.0e+12, 1.0e+13 cm-3
D_I, D_V = 2.0e-05, 3.0e-06 cm2/s
Capture radius = 0.5 nm; barrier = 1.4 eV
Recombination coefficient = 1.05e-16 cm3/s
Recombination time = 634 s; mean R with lag = 0.4154
Mean R for s falling as t^(-1/4) = 0.3973
Decay length of s-1 = 30 um
Change of R across +/-3 sigma = 0.94 %
Peak Sb = 1.0e+17 cm-3; n_i = 1.0e+19 cm-3
Electron density / n_i at peak = 1.0050
Sb-vacancy binding = 1.2 eV
Inert Sb-vacancy pair fraction = 2.03e-05
Vacancies in pairs / free vacancies at peak = 0.203
Oxide = 290 nm; silicon consumed = 128 nm
Surface clearance = 5.45 inert final sigmas
Film stress = 300 MPa; wafer = 700 um
Activation volume = 0.02 nm3
Wafer surface stress = 0.497 MPa
Stress effect on diffusivity = 0.0525 %
\end{verbatim}
